# Surface acidity constants from thermodynamic integration of proton insertion

An oxide surface in a polishing slurry carries hydroxyl groups that can give up protons to the water. The charge they leave behind is one of the influences on how particles stick to the surface and which ions adsorb. A first-principles simulation supplies the energy of a cell with a given set of nuclei, but it cannot wait for a proton to leave a group, wander through the liquid and return often enough to count populations. It can compare energies with and without the proton at fixed positions of everything else. The question is how such energy differences become an acidity constant, with every volume, symmetry factor and reference accounted for.

Let AH be the protonated group and A the same group without its proton, whatever their charges. For dilute protons,

$$K_a=\frac{c_{\rm H}\,\theta_{\rm A}}{\theta_{\rm AH}},\qquad {\rm p}K_a=-\log_{10}\frac{K_a}{c^\circ},\qquad c^\circ=1\ \text{mol/L},$$

where $c_{\rm H}$ is the concentration of aqueous protons and $\theta$ the fraction of groups in each state. The group is taken to be isolated on an uncharged surface, so that $K_a$ is an intrinsic constant. Each excess proton is assigned to one acceptor, the group or a water molecule, by a geometrical rule that defines its bound region.

**Counting the protons.** Consider one group and $N_w$ water molecules in a volume $V$. Let the deprotonated state contain $N$ protons, two on each water and $n-1$ on A. Protons are identical, so the classical partition function is an integral over labelled positions divided by $N!$ and by $\Lambda^{3N}$, with $\Lambda$ the thermal wavelength. Labels can be dealt out to the molecules in $N!/[(2!)^{N_w}(n-1)!]$ ways, and each way contributes the same integral. After a proton is added to the group there are $(N+1)!/[(2!)^{N_w}n!]$ ways. The factorials $N!$ and $(N+1)!$ cancel against those of the partition functions, leaving the ratio

$$\frac{Q_{\rm AH}}{Q_{\rm A}}=\frac{(n-1)!}{n!}\frac{Z_{\rm AH}}{\Lambda^3Z_{\rm A}}=\frac{Z_{\rm AH}}{n\Lambda^3Z_{\rm A}}.$$

Here $Z_{\rm AH}$ and $Z_{\rm A}$ are configuration integrals for one fixed assignment of labels, and $n$ is the number of equivalent protons on the protonated group. If the added proton goes to the water instead, any of $N_w$ molecules may take it, and that molecule then holds three protons. By the same counting,

$$\frac{Q_{\rm aq}}{Q_{\rm A}}=N_w\frac{2!}{3!}\frac{Z_{\rm H_3O}}{\Lambda^3Z_{\rm H_2O}}=\frac{N_w}{3}\frac{Z_{\rm H_3O}}{\Lambda^3Z_{\rm H_2O}}.$$

At equilibrium both places share one proton chemical potential $\mu$. Hence $\theta_{\rm AH}/\theta_{\rm A}=e^{\mu/kT}Q_{\rm AH}/Q_{\rm A}$, while the mean number of dilute aqueous protons is $c_{\rm H}V=e^{\mu/kT}Q_{\rm aq}/Q_{\rm A}$. Dividing the second relation by the first removes $\mu$ and $\Lambda$:

$$K_a=c_w\,\frac{Z_{\rm H_3O}/(3Z_{\rm H_2O})}{Z_{\rm AH}/(nZ_{\rm A})},\qquad c_w=\frac{N_w}{V}.$$

The proton's translational entropy in the liquid thus enters through the concentration of water molecules that can carry it. A group with two equivalent protons has twice the $K_a$ of a group with one, at equal integrals, and a p$K_a$ lower by $\log_{10}2$.

**From integrals to energy gaps.** Both ratios have the form $Z_P/Z_D$, with $P$ for protonated and $D$ for deprotonated. Let $R$ denote all other coordinates and $\mathbf r$ the proton position relative to its acceptor. Then

$$Z_P=\int dR\int d\mathbf r\,e^{-E_P(R,\mathbf r)/kT},\qquad Z_D=\int dR\,e^{-E_D(R)/kT}.$$

The two integrals have different numbers of variables. To connect them, the proton is kept as a dummy particle that no longer interacts with the system but is held near its old place by a restraint $V_r(\mathbf r)$. The restraint acts throughout the path

$$H_\eta=(1-\eta)E_P+\eta E_D+V_r,\qquad A(\eta)=-kT\ln\int dR\,d\mathbf r\,e^{-H_\eta/kT}.$$

Differentiation brings down $-\partial H_\eta/\partial\eta=-(E_D-E_P)$ from the exponential; the prefactor $-kT$ and the factor $1/kT$ leave

$$\frac{dA}{d\eta}=\langle\Delta E\rangle_\eta,\qquad \Delta E=E_D-E_P,\qquad W\equiv\int_0^1\langle\Delta E\rangle_\eta\,d\eta=A(1)-A(0).$$

The gap $\Delta E$ is the energy needed to remove the proton while all other nuclei stand still. Differentiating its average once more, with both the numerator and the normalization depending on $\eta$, gives

$$\frac{d\langle\Delta E\rangle_\eta}{d\eta}=-\frac{\langle\Delta E^2\rangle_\eta-\langle\Delta E\rangle_\eta^2}{kT}\le0.$$

The gap therefore falls along the path. At the start the liquid is arranged around the proton and removal is costly; at the end the liquid suits the deprotonated group, and the proton would gain less by being put back.

The endpoints are now evaluated. At $\eta=1$ the energy $E_D$ does not contain $\mathbf r$. Because $V_r$ depends on the proton coordinates in the frame of the acceptor alone, the integral factorizes into $zZ_D$, where

$$z=\int d\mathbf r\,e^{-V_r(\mathbf r)/kT}.$$

At $\eta=0$ the integral is that of the protonated state with an extra factor $e^{-V_r/kT}$. It equals $pZ_P$, where $p=\langle e^{-V_r/kT}\rangle_P$ is averaged without the restraint. Consequently

$$W=-kT\ln\frac{zZ_D}{pZ_P},$$

and, solved for the ratio that is wanted,

$$kT\ln\frac{Z_P}{Z_D}=W+kT\ln z-kT\ln p.$$

The left side knows nothing of the restraint, so a change in $V_r$ alters the three terms on the right without altering their sum. The volume $z$ needs a unit, for which 1 Å$^3$ is used; it cancels between group and hydronium. The identity also requires that the average $p$ cover all of the bound region. If a group has several torsional wells and the simulation visits one of them, the others are missing from $Z_P$.

**The zero of potential.** In a periodic cell the mean electrostatic potential has an arbitrary zero, and the cell with the surface may have a different one from the cell of bulk water. Let $\phi$ be the potential on the plateau of bulk water in a given cell, as felt by a positive charge. The inserted proton has an energy $e\phi$ in $E_P$ that is absent from $E_D$, so $W$ is too low by $e\phi$. Adding $e\phi$ to each leg puts both on the zero of bulk water. This shift does not remove the other errors of a small charged cell, such as the interaction of the charge with its periodic images; those must cancel between the legs or be corrected separately.

**Zero-point motion.** The averages above treat nuclei as classical. For a harmonic mode of frequency $\omega$, write $u=\hbar\omega/kT$. The classical partition function is $1/u$, and the quantum one is the geometric series

$$\sum_{m=0}^\infty e^{-u(m+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)}.$$

The quantum free energy minus the classical one is therefore

$$q(\omega)=kT\ln\frac{2\sinh(u/2)}u=\frac{\hbar\omega}2-kT\ln u+kT\ln(1-e^{-u}).$$

For small $u$ the hyperbolic sine tends to its argument and $q$ vanishes. For large $u$ the last term vanishes, but $-kT\ln u$ remains: it removes the classical vibrational free energy that the simulation has already counted. Adding the bare $\hbar\omega/2$ would leave that part in. Let $Q$ be the sum of $q$ over the modes of the protonated state minus the sum over those of the deprotonated state. A free energy higher by $Q$ reduces the weight of the protonated state, so $kT\ln(Z_P/Z_D)$ is replaced by itself minus $Q$.

For each leg the deprotonation free energy, apart from terms common to both, is then

$$D=W+e\phi+kT\ln\frac z{\text{Å}^3}-kT\ln p-kT\ln n-Q,$$

with $n=3$ for hydronium. Substitution in $K_a$ gives $K_a=c_w\exp[(D_{\rm H_3O}-D_{\rm AH})/kT]$, or

$$\boxed{{\rm p}K_a=\frac{D_{\rm AH}-D_{\rm H_3O}}{kT\ln10}-\log_{10}\frac{c_w}{c^\circ}}$$

If hydronium itself is taken as the acid, the first term vanishes. With $c_w=55.34$ mol/L, from a density of 997 g/L and a molar mass of 18.015 g/mol, its p$K_a$ is $-1.74$. This is the value that belongs to the chosen convention, in which water is counted by its concentration.

**A solvable example.** The size of each term can be seen in a model with few coordinates. Its round parameters lie in the rough regime of a silanol group on silica. The proton has a distance $r$ from its oxygen, a polar angle $\theta$ and a free azimuth; one coordinate $x$ stands for the polarization of the surroundings. The energies are

$$\begin{aligned}E_P={}&-I+D_e\left[1-e^{-a(r-r_0)}\right]^2+\tfrac12k_b(\theta-\theta_0)^2\\&+\lambda_P(x-1)^2+g(x-1)(r-r_0)+e\phi,\\E_D={}&\lambda_Dx^2.\end{aligned}$$

Both legs have $D_e=5$ eV and $g=1$ eV/Å. The constants $a$ and $k_b$ follow from the proton mass $m$ and the stretch and bend frequencies through $2D_ea^2=m\omega_s^2$ and $k_b=mr_0^2\omega_b^2$. The remaining parameters are

| | silanol | hydronium |
|---|---:|---:|
| $I$ (eV) | 11.65 | 11.30 |
| $r_0$ (Å), $\theta_0$ | 0.98, 115° | 0.99, 0° |
| stretch, bend (cm$^{-1}$) | 3500, 1000 | 2900, 1400 |
| $\lambda_P,\lambda_D$ (eV) | 1.2, 1.4 | 1.5, 1.3 |
| $\phi$ (V) | 0.30 | 0.10 |

The silanol proton has one bend and a free torsion, and $n=1$. The hydronium proton is centred on the polar axis, so that it has two bends and a single well. Real hydronium is pyramidal: for a fixed assignment of labels the third proton has two mirror-image wells, one on each side of the plane of the other three atoms, and both belong to $Z_{\rm H_3O}$. A second well equal to the first would double that integral and lower the p$K_a$ by $\log_{10}2=0.30$; the model leaves this out. The restraint is harmonic in both coordinates, with constants $\kappa_r=20$ eV/Å$^2$ about $r=1.00$ Å and $\kappa_\theta=2$ eV/rad$^2$ about $\theta_0$. The temperature is 298.15 K, where $kT=0.02569$ eV and one p$K$ unit, $kT\ln10$, is 0.05916 eV. All averages, and the integral over $\eta$, were computed by Gauss–Legendre quadrature, with $r$ between 0.6 and 1.6 Å.

For the silanol the mean gap is 12.72, 11.27 and 10.12 eV at $\eta=0$, 0.5 and 1; for hydronium it is 12.47, 11.20 and 9.60 eV. The full integrals are $W=11.3208$ and 11.1466 eV. Averaging the two end values alone would give 11.420 and 11.032 eV, errors of $+0.099$ and $-0.115$ eV that add in the difference to about 3.6 p$K$ units.

The solvent part of the model shows why. If thermal fluctuations and $g$ are neglected, the minimum of $(1-\eta)\lambda_P(x-1)^2+\eta\lambda_Dx^2$ lies at $x=(1-\eta)\lambda_P/S$, with $S=(1-\eta)\lambda_P+\eta\lambda_D$. Its value is $\eta(1-\eta)\lambda_P\lambda_D/S$, which vanishes at both ends, so the solvent contributes nothing to $W$ at this level. Its gap, however, is $\lambda_D$ at $\eta=0$ and $-\lambda_P$ at $\eta=1$. The mean of the ends is $(\lambda_D-\lambda_P)/2$, or $+0.1$ eV for the silanol and $-0.1$ eV for hydronium. For this solvent part the two-point rule is exact when $\lambda_P=\lambda_D$, which is not the case here. The restrained proton adds a smaller error of its own, because its stretch and bend energies, and its coupling $g$ to the solvent, also vary nonlinearly along the path; the two bends of hydronium give the largest part. Even with $\lambda_P=\lambda_D$ in both legs, the rule would put the p$K_a$ too high by about 0.26 with this restraint. Simpson's rule with the midpoint included shifts the p$K_a$ by only 0.035.

The dummy volume can be followed by hand. For a stiff restraint centred at angle $\theta_0$ away from the axis, the Gaussian integrals give

$$z\approx2\pi r^2\sin\theta_0\sqrt{\frac{2\pi kT}{\kappa_r}}\sqrt{\frac{2\pi kT}{\kappa_\theta}}\approx0.145\ \text{Å}^3,$$

since the roots are 0.090 Å and 0.284. On the axis, $\sin\theta\approx\theta$ and the angular integral is $2\pi kT/\kappa_\theta$, which leads to about 0.00725 Å$^3$. Quadrature gives 0.1446 and 0.00723 Å$^3$. Equal force constants thus leave a factor of twenty in volume, because the silanol dummy is free to circle the axis.

The other terms are $p=0.612$ and 0.599, and $Q=0.1657$ and 0.1873 eV, where $Q$ contains the modes of the inserted proton alone. The sums are

$$\begin{aligned}D_{\rm AH}&=11.3208+0.3000-0.0497+0.0126-0.1657\\&=11.4180\ \text{eV},\\D_{\rm H_3O}&=11.1466+0.1000-0.1267+0.0132-0.0282-0.1873\\&=10.9175\ \text{eV},\end{aligned}$$

the last digit of the second sum reflecting rounding of its terms. Their difference of 0.5005 eV is 8.46 p$K$ units, and

$${\rm p}K_a=8.46-1.74=6.7.$$

In p$K$ units, the gap integral contributes $+2.94$, the alignment $+3.38$, the dummy volume $+1.30$, the restraint average $-0.01$, the equivalent protons $+0.48$ and the quantum term $+0.37$. The division between the first four depends on the chosen cells and restraint. With both restraint constants halved, $W$ falls to 11.3087 eV for the silanol and 11.1259 eV for hydronium, while $D$ stays at 11.4180 and 10.9175 eV.

Bare zero-point energies, 0.2790 eV for the silanol and 0.3534 eV for hydronium, would replace the quantum contribution of $+0.0216$ eV by $+0.0744$ eV. The p$K_a$ would rise by 0.89. The terms $kT\ln u$ fail to cancel mainly because one leg has two vibrations of the inserted proton and a free torsion, while the other has three vibrations. The extra mode accounts for 0.83 of the rise, and the unequal frequencies of the remaining modes for 0.06.

The result falls within the range of roughly 4 to 9 associated with silanols on different sites, but it does so because $I$ was chosen for that purpose; it does not predict the acidity of silica. The bend of 1000 cm$^{-1}$ is somewhat above a typical silanol value of roughly 800 cm$^{-1}$, and the torsion of a real silanol is hindered by hydrogen bonds. A threefold barrier of 0.05 eV, with the well minimum held fixed, reduces the protonated volume and, treated classically, lowers the p$K_a$ by 0.33. A larger omission concerns the other two O–H stretches of hydronium. If they soften from 3400 cm$^{-1}$ in water to 2900 cm$^{-1}$, $Q$ of hydronium falls, $D_{\rm H_3O}$ rises, and the p$K_a$ drops by 0.91 through $Q$ alone. The classical part of the same softening, which a full simulation would include in $W$ but this model leaves out, lowers it by another 0.14. A calculation for a real surface must therefore include in $Q$ all modes that change, not just those of the inserted proton. Anharmonicity of the inserted proton's stretch, found by diagonalizing the one-dimensional Morse Hamiltonian, matters far less, at 0.01.

The assumption that a working slurry breaks most directly is that of an uncharged surface. Once neighbouring groups have dissociated, the site sits at a potential $\psi$ relative to the bulk liquid. The proton energy there changes by $e\psi$, $D_{\rm AH}$ changes by $-e\psi$, and the apparent constant is

$${\rm p}K_a^{\rm app}={\rm p}K_a-\frac{e\psi}{kT\ln10}.$$

For $\psi=-0.05$ V this is a rise of 0.85: a negative surface holds its remaining protons more firmly. The plateau correction does not contain this effect, since it aligns the bulk liquids and leaves the real potential drop at the surface in place. Warming matters too. With the model energies and $c_w$ held fixed, the p$K_a$ at 323.15 K is 6.2, a fall of 0.5; the change of the water's dielectric response with temperature is left out.

The same conversion sets the demands on a first-principles calculation. An alignment error of 0.02 V moves the result by 0.34. Independent statistical errors of 0.03 eV in the two values of $D$ combine to 0.042 eV, or 0.7 p$K$ units. An error of the density functional cancels to the extent that it is the same for removing a proton from the surface group and from hydronium, which the formula does not guarantee. Whatever remains of it enters at one p$K$ unit for every 0.059 eV.
